# Numerical error bounds for polymorph energy differences: cutoff, k-mesh and forces: verification in Python

```python
# Result under test: a conservative interval for the energy difference of two
# polymorphs, D = E(Q) - E(P) per formula unit, built from separate variation of
# plane-wave cutoff, k-mesh and force tolerance, without assumed cancellation.
# Model: 1D AB2 crystal, spin-paired independent electrons in Gaussian wells,
# neighbouring ions joined by springs. Units: eV, angstrom.
# mesh = number of formula units in the equivalent periodic supercell.
# Tail assumption: beyond tested levels each change is at most half the last one.
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigvalsh

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # hbar^2/2m, eV A^2
WIDTH, SPRING, REST = 0.16, 300.0, 1.30
STRENGTH = {"A": 10.0, "B": 20.0}                        # well areas, eV A
CRYSTALS = {"P": ("ABB", 3.90), "Q": ("ABABBB", 7.85)}
REF_CUT, REF_MESH = 2700.0, 64
ROUND = 1e-7                                             # eV, roundoff allowance


def crystal(name):
    order, length = CRYSTALS[name]
    return np.array([STRENGTH[a] for a in order]), length, len(order) // 3


def ideal(name):
    order, length = CRYSTALS[name]
    return np.arange(1, len(order)) * length / len(order)


def springs(x, length):
    tension = SPRING * (np.diff(np.append(x, length)) - REST)
    return np.sum(tension**2) / (2 * SPRING), np.roll(tension, 1) - tension


def evaluate(name, free, cutoff, mesh):
    """Energy per formula unit, forces on free ions, band gap on the mesh."""
    area, length, units = crystal(name)
    x = np.concatenate(([0.0], free))
    nk, nocc, b = mesh // units, 2 * units, 2 * np.pi / length
    top = int(np.sqrt(cutoff / KIN) / b) + 1
    g = b * np.arange(-2 * top, 2 * top + 1)
    wells = (-(area[:, None] / length) * np.exp(-(g * WIDTH)**2 / 2)
             * np.exp(-1j * np.outer(x, g)))
    v = wells.sum(axis=0)
    dens = np.zeros(len(g), complex)
    band, vbm, cbm = 0.0, -np.inf, np.inf
    for j in range(nk // 2 + 1):
        weight = (1 if (2 * j) % nk == 0 else 2) / nk
        m = np.arange(-top, top + 1)
        kinetic = KIN * (b * (m + j / nk))**2
        keep = kinetic <= cutoff
        m, kinetic = m[keep], kinetic[keep]
        index = m[:, None] - m[None, :] + 2 * top
        eps, vec = eigh(v[index] + np.diag(kinetic))
        occ = vec[:, :nocc]
        rho = (occ.conj() @ occ.T).ravel()
        flat = index.ravel()
        dens += 2 * weight * (np.bincount(flat, rho.real, len(g))
                              + 1j * np.bincount(flat, rho.imag, len(g)))
        band += 2 * weight * eps[:nocc].sum()
        vbm, cbm = max(vbm, eps[nocc - 1]), min(cbm, eps[nocc])
    elastic, slope = springs(x, length)
    slope = slope + np.real((wells * (-1j * g)) @ dens)
    return (band + elastic) / units, -slope[1:], cbm - vbm


def hessian(name, x, cutoff, mesh, h=0.004):
    rows = [(evaluate(name, x - h * e, cutoff, mesh)[1]
             - evaluate(name, x + h * e, cutoff, mesh)[1]) / (2 * h)
            for e in np.eye(len(x))]
    return (np.array(rows) + np.array(rows).T) / 2


def relax(name, cutoff, mesh, tolerance):
    x = ideal(name)
    for step in range(2000):
        force = evaluate(name, x, cutoff, mesh)[1]
        if np.max(np.abs(force)) < tolerance:
            return x, step
        x = x + force / (4 * SPRING)
    raise AssertionError("relaxation did not converge")


def real_space_energy(name, free, mesh, spacing=0.0325):
    """Independent road: eighth-order finite differences with Bloch phases."""
    area, length, units = crystal(name)
    x = np.concatenate(([0.0], free))
    n, nk = int(round(length / spacing)), mesh // units
    h = length / n
    r = np.arange(n) * h
    pot = np.zeros(n)
    for a, pos in zip(area, x):
        for image in (-1, 0, 1):
            pot -= (a / (WIDTH * np.sqrt(2 * np.pi))
                    * np.exp(-(r - pos - image * length)**2 / (2 * WIDTH**2)))
    stencil = [-205 / 72, 8 / 5, -1 / 5, 8 / 315, -1 / 560]
    total = 0.0
    for j in range(nk // 2 + 1):
        weight = (1 if (2 * j) % nk == 0 else 2) / nk
        ham = np.diag(pot - KIN * stencil[0] / h**2).astype(complex)
        for s in range(1, 5):
            for i in range(n):
                phase = np.exp(2j * np.pi * j / nk * ((i + s) // n))
                t = -KIN * stencil[s] / h**2 * phase
                ham[i, (i + s) % n] += t
                ham[(i + s) % n, i] += np.conj(t)
        total += 2 * weight * eigvalsh(ham)[:2 * units].sum()
    return (total + springs(x, length)[0]) / units


def budget(name, cutoff, mesh, tolerance):
    """Error bounds from the separate variations at one working setting."""
    units = crystal(name)[2]
    x, steps = relax(name, cutoff, mesh, tolerance)
    cuts = [cutoff, 1.5 * cutoff, 2.25 * cutoff]
    meshes = [mesh, 2 * mesh, 4 * mesh]
    e00, f00, _ = evaluate(name, x, cuts[0], mesh)
    mid = [evaluate(name, x, cuts[1], n) for n in meshes]
    fine = [evaluate(name, x, cuts[2], n) for n in meshes]
    d1, d2 = e00 - mid[0][0], mid[0][0] - fine[0][0]
    last = [a[0] - b[0] for a, b in zip(mid, fine)]
    assert d1 >= 0 and min(last) >= -ROUND, "cutoff lowering must be monotone"
    assert d2 <= d1 / 2, "cutoff tail assumption contradicted"
    tail = max(last)
    k1, k2 = fine[0][0] - fine[1][0], fine[1][0] - fine[2][0]
    assert abs(k2) <= abs(k1) / 2 + 1.5 * tail + ROUND, "mesh tail contradicted"
    curvature = np.linalg.eigvalsh(hessian(name, x, cutoff, mesh))[0] / 2
    assert curvature > 0
    f22 = fine[2][1]
    phi = np.linalg.norm(f22 - mid[2][1]) + np.linalg.norm(f22 - fine[1][1])
    return dict(x=x, steps=steps, e=e00, efine=fine[2][0], d1=d1, d2=d2, k1=k1,
                k2=k2, tail=tail, m=curvature, phi=phi,
                f0=np.linalg.norm(f00), f=np.linalg.norm(f22),
                C=d1 + d2 + tail, K=abs(k1 + k2) + abs(k2) + 2 * tail,
                R=(np.linalg.norm(f22) + phi)**2 / (2 * curvature * units),
                naive=np.linalg.norm(f00)**2 / (2 * curvature * units))


def true_errors(name, res, mesh, minimum):
    complete = evaluate(name, res["x"], REF_CUT, mesh)[0]
    dense = evaluate(name, res["x"], REF_CUT, REF_MESH)[0]
    return res["e"] - complete, complete - dense, dense - minimum


# Reference minima, with an independent real-space check and a force check
xmin, emin, gap, fd_dev, force_dev = {}, {}, {}, {}, {}
for s in "PQ":
    x = ideal(s)
    hess = hessian(s, x, 900.0, 16)
    for _ in range(30):
        emin[s], force, gap[s] = evaluate(s, x, REF_CUT, REF_MESH)
        if np.max(np.abs(force)) < 1e-5:
            break
        x = x + np.linalg.solve(hess, force)
    assert np.max(np.abs(force)) < 1e-5 and gap[s] > 0
    assert np.linalg.eigvalsh(hessian(s, x, 900.0, 32))[0] > 0
    xmin[s] = x
    fd_dev[s] = abs(real_space_energy(s, x, 16)
                    - evaluate(s, x, REF_CUT, 16)[0])
    assert fd_dev[s] < 1e-5      # finite-difference truncation, eV
    y, h = ideal(s), 1e-3
    e = np.eye(len(y))[0] * h
    slope = (evaluate(s, y + e, 400.0, 8)[0]
             - evaluate(s, y - e, 400.0, 8)[0]) / (2 * h) * crystal(s)[2]
    force_dev[s] = abs(slope + evaluate(s, y, 400.0, 8)[1][0])
    assert force_dev[s] < 1e-2   # second-order difference error, eV/A
dref = emin["Q"] - emin["P"]

# Scan of working settings: every separate bound and every interval is tested
MAIN = (400.0, 8, 0.2)
cases = list(itertools.product((300.0, 400.0), (4, 8), (0.2, 0.05)))
missed, ratios = 0, []
for case in cases:
    res = {s: budget(s, *case) for s in "PQ"}
    err = {s: true_errors(s, res[s], case[1], emin[s]) for s in "PQ"}
    for s in "PQ":
        c, k, f = err[s]
        assert -ROUND <= c <= res[s]["C"] + ROUND
        assert abs(k) <= res[s]["K"] + ROUND
        assert -ROUND <= f <= res[s]["R"] + ROUND
    p, q = res["P"], res["Q"]
    d0 = q["e"] - p["e"]
    both = p["K"] + q["K"]
    low, high = d0 - q["C"] - q["R"] - both, d0 + p["C"] + p["R"] + both
    assert low <= dref <= high
    dfine = q["efine"] - p["efine"]
    rest = sum(abs(r["k2"]) + r["tail"] for r in (p, q))
    flow = dfine - q["tail"] - q["R"] - rest
    fhigh = dfine + p["tail"] + p["R"] + rest
    assert flow - ROUND <= dref <= fhigh + ROUND
    cancel = abs(q["d1"] - p["d1"]) + abs(q["k1"] - p["k1"])
    missed += abs(d0 - dref) > cancel
    ratios.append(max(d0 - low, high - d0) / abs(d0 - dref))
    if case == MAIN:
        main = (res, err, d0, low, high, dfine, flow, fhigh, cancel)

res, err, d0, low, high, dfine, flow, fhigh, cancel = main
path_curvature = {}
for s in "PQ":
    path_curvature[s] = min(
        np.linalg.eigvalsh(hessian(s, (1 - t) * res[s]["x"] + t * xmin[s],
                                   900.0, 32))[0] for t in (0.0, 0.5, 1.0))
    assert path_curvature[s] >= res[s]["m"]

# Tight force tolerance at coarse settings: the working force is misleading
tight = budget("Q", 300.0, 4, 1e-3)
tight_true = true_errors("Q", tight, 4, emin["Q"])[2]
assert tight["naive"] < tight_true <= tight["R"] + ROUND


def pair(label, values, unit, digits=3):
    print(f"{label}: P {values['P']:.{digits}f}, Q {values['Q']:.{digits}f} {unit}")


def item(label, key, unit="meV/f.u.", scale=1e3, digits=3):
    pair(label, {s: scale * res[s][key] for s in "PQ"}, unit, digits)


print(f"hbar^2/2m: {KIN:.5f} eV A^2")
print(f"well areas: A {STRENGTH['A']:.1f}, B {STRENGTH['B']:.1f} eV A")
print(f"well width {WIDTH:.2f} A, spring rest length {REST:.2f} A")
print(f"spring constant: {SPRING:.0f} eV/A^2")
pair("cell length", {s: CRYSTALS[s][1] for s in "PQ"}, "A", 2)
print(f"working cutoff {MAIN[0]:.0f} eV, raised to "
      f"{1.5 * MAIN[0]:.0f} and {2.25 * MAIN[0]:.0f} eV")
print(f"working mesh {MAIN[1]} f.u., raised to {2*MAIN[1]} and {4*MAIN[1]} f.u.")
print(f"force tolerance per component: {MAIN[2]:.2f} eV/A")
print(f"reference cutoff {REF_CUT:.0f} eV, reference mesh {REF_MESH} f.u.")
pair("reference band gap", gap, "eV")
pair("plane-wave vs real-space deviation",
     {s: 1e3 * fd_dev[s] for s in "PQ"}, "meV/f.u.", 6)
pair("force vs energy-slope deviation", force_dev, "eV/A", 6)
item("relaxation steps", "steps", "steps", 1, 0)
item("working energy", "e", "eV/f.u.", 1, 6)
item("first cutoff decrease d1", "d1")
item("second cutoff decrease d2", "d2")
item("cutoff tail T", "tail", digits=4)
item("first mesh change k1", "k1", digits=4)
item("second mesh change k2", "k2", digits=4)
item("working force norm", "f0", "eV/A", 1, 4)
item("force norm at finest settings", "f", "eV/A", 1, 4)
item("force uncertainty phi", "phi", "eV/A", 1, 4)
item("curvature bound m", "m", "eV/A^2", 1, 2)
pair("lowest curvature on path to minimum", path_curvature, "eV/A^2", 2)
item("cutoff bound C", "C")
item("mesh bound K", "K", digits=4)
item("relaxation bound R", "R", digits=4)
for i, label in enumerate(("cutoff", "mesh", "relaxation")):
    pair(f"true {label} error", {s: 1e3 * err[s][i] for s in "PQ"},
         "meV/f.u.", 4)
print(f"working difference D0: {1e3*d0:.3f} meV/f.u.")
print(f"conservative interval: {1e3*low:.3f} to {1e3*high:.3f} meV/f.u.")
print(f"symmetric bound: {1e3*max(d0-low, high-d0):.3f} meV/f.u.")
print(f"reference difference: {1e3*dref:.3f} meV/f.u.")
print(f"true error of D0: {1e3*(d0-dref):.3f} meV/f.u.")
print(f"estimate assuming cancellation: {1e3*cancel:.3f} meV/f.u.")
print(f"corrected difference: {1e3*dfine:.3f} meV/f.u.")
print(f"corrected interval: {1e3*flow:.3f} to {1e3*fhigh:.3f} meV/f.u.")
print(f"settings tested: {len(cases)}, all intervals hold the reference")
print(f"settings where cancellation estimate is too small: {missed}")
print(f"symmetric bound / true error: {min(ratios):.2f} to {max(ratios):.2f}")
print("tight-force case: Q, 300 eV, mesh 4 f.u., tolerance 0.001 eV/A")
print(f"  bound from working force alone: {1e3*tight['naive']:.6f} meV/f.u.")
print(f"  true relaxation error: {1e3*tight_true:.6f} meV/f.u.")
print(f"  bound from converged force: {1e3*tight['R']:.6f} meV/f.u.")
print("OK")
```

Printed output:

```
hbar^2/2m: 3.80998 eV A^2
well areas: A 10.0, B 20.0 eV A
well width 0.16 A, spring rest length 1.30 A
spring constant: 300 eV/A^2
cell length: P 3.90, Q 7.85 A
working cutoff 400 eV, raised to 600 and 900 eV
working mesh 8 f.u., raised to 16 and 32 f.u.
force tolerance per component: 0.20 eV/A
reference cutoff 2700 eV, reference mesh 64 f.u.
reference band gap: P 9.470, Q 7.793 eV
plane-wave vs real-space deviation: P 0.000353, Q 0.000352 meV/f.u.
force vs energy-slope deviation: P 0.000006, Q 0.000000 eV/A
relaxation steps: P 3, Q 22 steps
working energy: P -56.383374, Q -56.143905 eV/f.u.
first cutoff decrease d1: P 205.452, Q 181.310 meV/f.u.
second cutoff decrease d2: P 34.420, Q 36.049 meV/f.u.
cutoff tail T: P 35.3059, Q 36.0487 meV/f.u.
first mesh change k1: P -0.2824, Q 0.2866 meV/f.u.
second mesh change k2: P 0.1398, Q 0.1418 meV/f.u.
working force norm: P 0.1182, Q 0.3482 eV/A
force norm at finest settings: P 0.1848, Q 0.3695 eV/A
force uncertainty phi: P 0.0428, Q 0.0468 eV/A
curvature bound m: P 145.14, Q 39.45 eV/A^2
lowest curvature on path to minimum: P 290.22, Q 78.95 eV/A^2
cutoff bound C: P 275.178, Q 253.407 meV/f.u.
mesh bound K: P 70.8941, Q 72.6675 meV/f.u.
relaxation bound R: P 0.1785, Q 1.0984 meV/f.u.
true cutoff error: P 245.9128, Q 223.9562 meV/f.u.
true mesh error: P 0.0001, Q 0.0001 meV/f.u.
true relaxation error: P 0.0188, Q 0.4131 meV/f.u.
working difference D0: 239.469 meV/f.u.
conservative interval: -158.598 to 658.388 meV/f.u.
symmetric bound: 418.918 meV/f.u.
reference difference: 261.031 meV/f.u.
true error of D0: -21.562 meV/f.u.
estimate assuming cancellation: 24.711 meV/f.u.
corrected difference: 261.412 meV/f.u.
corrected interval: 152.629 to 368.533 meV/f.u.
settings tested: 8, all intervals hold the reference
settings where cancellation estimate is too small: 2
symmetric bound / true error: 19.11 to 59.77
tight-force case: Q, 300 eV, mesh 4 f.u., tolerance 0.001 eV/A
  bound from working force alone: 0.000018 meV/f.u.
  true relaxation error: 0.041027 meV/f.u.
  bound from converged force: 0.628962 meV/f.u.
OK
```
